\section*{Inversion symmetry, the P·curl P invariant and spontaneous handedness}

\section{The decision in a calculation}

Anyone who writes a Landau or phase-field energy for a polar texture must decide whether to include a term $D\,\mathbf P\cdot\nabla\times\mathbf P$, and whether one relaxed structure is enough. If the parent phase, the reference state with $\mathbf P=0$, is homogeneous and centrosymmetric, then $D=0$. If shape, boundary conditions and applied fields also respect inversion, a relaxed texture with nonzero integrated $\mathbf P\cdot\nabla\times\mathbf P$ has a partner of opposite hand and equal energy. Both belong in the list of solutions. A preference for one hand then points to a boundary, a field, the starting state or the discretization, not to a missing bulk coefficient.

Symmetry does not say that a chiral texture forms. It says that if one forms under the conditions above, its inverted partner has the same energy.

\section{How the invariant transforms}

Let $R$ be an orthogonal matrix, with $\det R=+1$ for a rotation and $-1$ for an improper operation such as inversion or a mirror. It carries the field $\mathbf P$ into
\begin{equation}
\mathbf P'(\mathbf r)=R\,\mathbf P(\mathbf s),\qquad \mathbf s=R^{-1}\mathbf r .
\end{equation}
Since $R^{-1}=R^{T}$, $s_b=R_{jb}r_j$ and $\partial s_b/\partial r_j=R_{jb}$. The chain rule gives
\begin{equation}
\partial_jP'_k(\mathbf r)=R_{jb}R_{kc}\,(\partial_bP_c)(\mathbf s).
\end{equation}
Repeated indices are summed. With $h=\mathbf P\cdot\nabla\times\mathbf P=\epsilon_{ijk}P_i\partial_jP_k$,
\begin{align}
h'(\mathbf r)&=\epsilon_{ijk}R_{ia}R_{jb}R_{kc}\,(P_a\partial_bP_c)(\mathbf s)\nonumber\\
&=\det R\;\epsilon_{abc}(P_a\partial_bP_c)(\mathbf s)=\det R\;h(\mathbf s).
\end{align}
For inversion, $\mathbf P'(\mathbf r)=-\mathbf P(-\mathbf r)$. The polarization and the gradient each change sign, so the curl is even and its product with $\mathbf P$ is odd. Because $|\det R|=1$, the change of variable leaves the volume element alone, and
\begin{equation}
H[\mathbf P]=\int h\,dV,\qquad H[\mathbf P']=\det R\;H[\mathbf P].
\label{eq:H}
\end{equation}

\section{Why the bulk term vanishes}

The general term with two polarizations and one gradient is $\Lambda_{ijk}P_i\partial_jP_k$, with $\Lambda$ constant in a homogeneous parent. Split it as $\Lambda=S+A$, where $S_{ijk}=S_{kji}$ and $A_{ijk}=-A_{kji}$. The symmetric part is a total derivative,
\begin{equation}
S_{ijk}P_i\partial_jP_k=\tfrac12\,\partial_j(S_{ijk}P_iP_k),
\end{equation}
and contributes at surfaces only. The variational derivative of the antisymmetric part is
\begin{align}
\frac{\delta}{\delta P_m}\int A_{ijk}P_i\partial_jP_k\,dV
&=A_{mjk}\partial_jP_k-A_{ijm}\partial_jP_i\nonumber\\
&=2A_{mjk}\partial_jP_k .
\label{eq:EL}
\end{align}
The last line renames $i$ to $k$ and uses $A_{kjm}=-A_{mjk}$. This part, a Lifshitz invariant, acts in the bulk. For $A=\epsilon$ the derivative is $2\nabla\times\mathbf P$, so a term $D\,\mathbf P\cdot\nabla\times\mathbf P$ could not be removed by integration by parts.

Under inversion the two polarizations and the gradient give three minus signs. Invariance of the energy density requires
\begin{equation}
\Lambda_{ijk}=(-1)^3\Lambda_{ijk}\quad\Longrightarrow\quad\Lambda_{ijk}=0 .
\end{equation}
Suppose one asks only that the integrated energy be invariant up to surface terms. Then $2\Lambda_{ijk}P_i\partial_jP_k$ must be a total derivative, its variational derivative must vanish, and Eq.~(\ref{eq:EL}) still gives $A=0$. The bulk conclusion is unchanged.

Inversion is sufficient but not necessary for losing $\mathbf P\cdot\nabla\times\mathbf P$: by Eq.~(\ref{eq:H}) any improper operation of the parent forbids this scalar. It need not forbid other Lifshitz invariants. In point group $4mm$, for example, $P_z$ is unchanged by every operation, while $(P_x,P_y)$ and $(\partial_x,\partial_y)$ transform alike, so
\begin{equation}
P_z(\partial_xP_x+\partial_yP_y)-P_x\partial_xP_z-P_y\partial_yP_z
\end{equation}
is allowed. Averaging the rank-three tensor over all group operations gives one bulk invariant for each of $432$, $4mm$ and $\bar42m$, and none for $\bar1$, $m\bar3m$ and $\bar43m$. Among these six groups only $432$, which has no improper operation, allows $\mathbf P\cdot\nabla\times\mathbf P$. An implementer should therefore test the full tensor, not just ask whether the crystal is chiral.

\section{From a missing term to paired minima}

The absence of one term would not by itself prove degeneracy, since higher terms might select a hand. The argument must cover the whole energy. A term with $n$ factors of $\mathbf P$ and $m$ gradients is multiplied by $(-1)^{n+m}$ under inversion, so a centrosymmetric parent keeps those with $n+m$ even. The term $P^2\,\nabla\cdot\mathbf P$, with $n=3$ and $m=1$, is allowed: having one gradient does not make a term forbidden.

Let every retained term be invariant, and let inversion also map the sample volume, the boundary data and any applied field into themselves. Then
\begin{equation}
F[\mathbf P']=F[\mathbf P],\qquad H[\mathbf P']=-H[\mathbf P].
\label{eq:pair}
\end{equation}
If $\mathbf P$ minimizes $F$ and $H[\mathbf P]\ne0$, then $\mathbf P'$ is also a minimizer. It is a different state, and no rotation or translation turns one into the other, since those leave $H$ unchanged. Nothing in $F$ selects between them; this is what spontaneous breaking of handedness means here. In a finite sample in full thermal equilibrium, both states carry the same Boltzmann weight and the average of $H$ is zero. A definite hand is then seen only for as long as the sample fails to cross between the two.

The same proof works with any other improper operation that leaves the complete problem unchanged. The value $H\neq0$ is sufficient for handedness but not necessary: $H$ is one integral, and its vanishing does not supply a mirror or an inversion centre.

A second order parameter can hide the chirality. Let $\xi$ be a pseudoscalar, odd under inversion. The density $a\xi^2/2+c\,\xi h$, with $a>0$, is allowed. Minimizing over $\xi$ gives $\xi=-ch/a$ and leaves $-c^2h^2/(2a)$, which is even in $h$. The coupling favours twist but not its sign. It selects a hand only if something outside the energy fixes $\xi$.

\section{A chiral wall without a chiral term}

\subsection{Solution and energy}

A $180^\circ$ domain wall shows that a handed minimum can arise with $D=0$. Let the wall normal be $x$, let $P_x=0$, and let $P_z\to\pm P_s$, $P_y\to0$ as $x\to\pm\infty$. Take a uniaxial centrosymmetric parent with density
\begin{equation}
f=\frac\kappa2(P_y'^2+P_z'^2)+\frac\beta4(P^2-P_s^2)^2+\frac\gamma2P_y^2 ,
\end{equation}
where the coefficients are positive, $P^2=P_y^2+P_z^2$ and primes on components denote $d/dx$. The equilibrium equations are
\begin{align}
\kappa P_z''&=\beta(P^2-P_s^2)P_z,\\
\kappa P_y''&=[\beta(P^2-P_s^2)+\gamma]P_y .
\end{align}
Write $t=\tanh(x/w)$, $s=\operatorname{sech}(x/w)$, and try $P_z=P_st$, $P_y=\eta P_bs$ with $\eta=\pm1$. From $t'=s^2/w$ and $s'=-st/w$ follow $t''=-2s^2t/w^2$ and $s''=(1-2s^2)s/w^2$. Also $P^2-P_s^2=(P_b^2-P_s^2)s^2$. The two equations become
\begin{align}
-2\kappa/w^2&=\beta(P_b^2-P_s^2),\\
(\kappa/w^2)(1-2s^2)&=\beta(P_b^2-P_s^2)s^2+\gamma .
\end{align}
The constant part of the second gives $w^2=\kappa/\gamma$; its $s^2$ part repeats the first. Hence
\begin{equation}
P_b^2=P_s^2-2\gamma/\beta,\qquad \gamma<\beta P_s^2/2 ,
\end{equation}
the inequality being the condition for a real, nonzero $P_b$. This is a Bloch wall.

The condition $P_x=0$ rests on electrostatics. If $P_x$ enters the density just as $P_y$ does, with the same $\kappa$ and $\gamma$, then without electrostatics the transverse part can turn from $y$ through $x$ to $-y$ at no cost, passing through an achiral N\'eel wall. A uniaxial parent does not force this: it allows $(\partial_xP_x+\partial_yP_y)^2$ with its own coefficient, which raises or lowers the N\'eel wall relative to the Bloch wall. But a varying $P_x$ carries bound charge. In an unscreened insulator with background dielectric constant $\epsilon_r$, its field adds $P_x^2/(2\epsilon_0\epsilon_r)$ to the density. With equal gradient constants this penalty keeps $P_x=0$ and makes the two hands separate minima. An allowed term such as $P^2\,\nabla\cdot\mathbf P$, left out here, is linear in $P_x$ across the wall and adds a small N\'eel component that the penalty limits but does not remove. That term is even under inversion, so the two hands stay degenerate.

Multiplying each equilibrium equation by the derivative of its component, adding and integrating shows that the gradient energy equals the local energy at every $x$; the constant is zero because both vanish far away. The wall energy per area is therefore
\begin{align}
\sigma_B&=\kappa\int(P_y'^2+P_z'^2)\,dx
=\frac\kappa w\left(\frac43P_s^2+\frac23P_b^2\right)\nonumber\\
&=\sqrt{\kappa\gamma}\left(2P_s^2-\frac{4\gamma}{3\beta}\right),
\end{align}
using $\int s^4dx=4w/3$ and $\int s^2t^2dx=2w/3$. The achiral Ising wall has $P_y=0$ and width $w_I$, with $w_I^2=2\kappa/(\beta P_s^2)$. Its energy is
\begin{equation}
\sigma_I=\frac{4\kappa P_s^2}{3w_I}=\frac{2\sqrt2}{3}\sqrt{\kappa\beta}\,P_s^3 .
\end{equation}
With $r=\sqrt{2\gamma/(\beta P_s^2)}$,
\begin{equation}
\sigma_I-\sigma_B=\sqrt{\frac{\kappa\beta}{2}}\,P_s^3\,\frac23(1-r)^2(2+r),
\end{equation}
which is positive for $0<r<1$. The Bloch wall is thus lower wherever it exists.

The Ising wall is then also unstable. A small $P_y\propto\operatorname{sech}(x/w_I)$ is an eigenfunction of the linearized $P_y$ operator with eigenvalue $\gamma-\kappa/w_I^2=\gamma-\beta P_s^2/2$, negative under the same condition. Yet the force on $P_y$ vanishes at $P_y=0$. A minimization started there stays on the Ising wall, so both signs of $P_y$ should be seeded.

\subsection{Handedness and tests}

For fields that depend on $x$ alone, $\nabla\times\mathbf P=(0,-P_z',P_y')$, so
\begin{equation}
h=P_zP_y'-P_yP_z'=-\eta P_sP_b\,s(t^2+s^2)/w .
\end{equation}
Since $t^2+s^2=1$ and $\int s\,dx=\pi w$, each unit area carries $-\eta\pi P_sP_b$. As $\gamma$ rises to $\beta P_s^2/2$, $P_b$ and this handedness vanish together.

For $\kappa=\beta=P_s=1$ and $\gamma=0.2$, $P_b=\sqrt{0.6}=0.775$, $\sigma_B=0.775$ and $\sigma_I=0.943$. Direct relaxation on a grid reproduces these values and gives $H=\mp2.4337$ per area for the two hands at spacing $0.08$, against $\pi P_sP_b=2.4335$.

In this simple model the pair also follows from $P_y\to-P_y$. To test inversion itself, the density was extended by
\begin{equation}
0.1P_yP_z(P^2-1)+0.2P_y'P_z'-0.1P_y^2P_z' .
\end{equation}
Every term has even $n+m$, but the first two change sign when $P_y$ alone is reversed. Independent relaxations from opposite seeds gave the same energy, $0.677222$, with $H=\mp2.6465$, at spacing $0.08$. The two energies agree to these digits, but the continuum values are $0.677156$ and $\mp2.6463$. Reversing only $P_y$ in one relaxed wall raised its energy to $0.7266$ on the same grid ($0.7265$ in the continuum). The true partner is $-\mathbf P(-x)$.

Now add the forbidden term. To first order each energy shifts by $DH$, so the hands split by
\begin{equation}
|\Delta\sigma|=2\pi|D|P_sP_b .
\end{equation}
Inversion exchanges the hands and reverses $D$, so the splitting is odd in $D$ and has no $D^2$ correction. For $D=0.01$ in the simple model, formula and relaxation both give $0.0487$.

\subsection{A discretization that breaks inversion}

A grid can introduce a bias that the continuum energy lacks. With spacing $\ell$, replace $P_y^2P_z'$ at site $i$ by $P_{y,i}^2(P_{z,i+1}-P_{z,i})/\ell$. Inversion turns this forward difference into a backward one. Expansion gives
\begin{equation}
P_y^2\frac{P_{z,i+1}-P_{z,i}}{\ell}=P_y^2P_z'+\frac\ell2P_y^2P_z''+O(\ell^2).
\end{equation}
The spurious term has $n=3$, $m=2$ and is odd under inversion. It is even in $P_y$, so added to the simple model it cannot split the hands: the mirror $P_y\to-P_y$ still pairs them. In the extended density, where inversion is the only such operation, it splits them by $8.7\times10^{-4}$ at $\ell=0.2$ and $4.3\times10^{-4}$ at $\ell=0.1$, linearly in $\ell$. A centred form removes it. A useful diagnostic is to evaluate the discrete energy of both $\mathbf P(\mathbf r)$ and $-\mathbf P(-\mathbf r)$, with the boundary data transformed as well.

\section{Worked example: a twisted polar liquid}

\subsection{Two equal twists}

Consider a ferroelectric nematic layer between plates at $x=0$ and $x=d$. Its parent is the isotropic liquid of achiral molecules, which has inversion symmetry. Assume fixed magnitude $P_0$ and polarization in the plane of the plates,
\begin{equation}
\mathbf P=P_0(0,\sin\theta,\cos\theta),\qquad f=\tfrac12K\theta'^2 ,
\end{equation}
where $K$ is the twist constant. Antiparallel polar anchoring sets $\theta(0)=0$ and $\theta(d)=\pm\pi$, two descriptions of the same boundary polarization. Inversion about the midplane gives $\mathbf P'(x)=-\mathbf P(d-x)$ and preserves these conditions: $\mathbf P'(0)=-\mathbf P(d)=P_0\hat{\mathbf z}$, and likewise at $x=d$.

Equilibrium requires $\theta''=0$, so $\theta=\pm\pi x/d$ and
\begin{equation}
\sigma=\frac{K\pi^2}{2d},\qquad h=P_0^2\theta',\qquad \frac{H}{\text{area}}=\pm\pi P_0^2 .
\end{equation}
For positive $\theta'$ the polarization turns from $z$ towards $y$ as $x$ increases. A right-handed rotation about $x$ goes from $y$ towards $z$, so positive $h$ is a left-handed screw. The boundaries force a twist; its sign is the spontaneous choice.

Take $P_0=5~\mu\mathrm{C/cm^2}=0.05~\mathrm{C/m^2}$, $K=5$ pN, $d=5~\mu$m and a temperature of 400 K. Then
\begin{equation}
\sigma=\frac{(5\times10^{-12})\pi^2}{2(5\times10^{-6})}\ \mathrm{J/m^2}=4.93~\mu\mathrm{J/m^2}
\end{equation}
for either hand.

\subsection{A trace of chiral impurity}

Chiral molecules remove the inversion symmetry of the parent and permit $D\,\mathbf P\cdot\nabla\times\mathbf P=DP_0^2\theta'$. In an unbounded helix with $\theta'=q$, minimizing $Kq^2/2+DP_0^2q$ gives $q_0=-DP_0^2/K$ and pitch $p=2\pi/|q_0|$. In the cell the extra energy per area is $\pm\pi DP_0^2$, so
\begin{equation}
|\Delta\sigma|=2\pi|D|P_0^2=\frac{4\pi^2K}{p},\qquad \frac{|\Delta\sigma|}{\sigma}=\frac{8d}{p}.
\end{equation}
For $p=1$ mm the splitting is $0.197~\mu\mathrm{J/m^2}$, or 4\% of the twist energy. It equals $k_BT$ over an area of $0.028~\mu\mathrm{m^2}$. A patch of area $d^2=25~\mu\mathrm{m^2}$ therefore has a bias of about $900\,k_BT$. Equilibrium would strongly favour one hand, but this does not give the rate at which the other converts.

\subsection{Boundaries and fields that imitate bulk chirality}

Let one anchoring axis be misaligned by a small angle $\delta$, so that the two twists have magnitudes $\pi-\delta$ and $\pi+\delta$. Their energies differ by
\begin{equation}
\frac{K}{2d}\left[(\pi+\delta)^2-(\pi-\delta)^2\right]=\frac{2\pi K\delta}{d}.
\end{equation}
One degree gives $0.110~\mu\mathrm{J/m^2}$, more than half the impurity effect. Equating the two splittings gives $\delta=2\pi d/p$, about $1.8^\circ$ here. Within this model, attributing a preferred hand to a 1 mm pitch requires alignment well within that angle.

A uniform field $E$ along $y$ adds $-EP_0\sin\theta$ to the density. Inversion reverses this field, so the conditions for Eq.~(\ref{eq:pair}) fail although the bulk still has $D=0$. With the unperturbed profiles,
\begin{equation}
-EP_0\int_0^d\sin(\pm\pi x/d)\,dx=\mp\frac{2EP_0d}{\pi},\quad |\Delta\sigma|=\frac{4|E|P_0d}{\pi}.
\end{equation}
This holds for $|E|P_0d^2/K\ll1$. For $E=0.01$ V/cm that ratio is $0.25$ and the splitting is $0.318~\mu\mathrm{J/m^2}$; solving the nonlinear profile gives the same value to three digits. The agreement is good because the mirror $y\to-y$ exchanges the hands and reverses $E$, which excludes an $E^2$ correction to the difference. A field of $0.0062$ V/cm matches the impurity. Here $E$ is the field inside the liquid; screening can make the externally applied field much larger.

\subsection{What the ideal cell omits}

Finite anchoring lets the polarization slip by an angle $a$ at each plate. For small $a$ the energy is $K(\pi-2a)^2/(2d)+Wa^2$, where $W$ is the polar anchoring strength. Its minimum is at $a=\pi K/(Wd+2K)$, and substitution gives $\sigma/[1+2K/(Wd)]$. With an assumed $W=100~\mu\mathrm{J/m^2}$, both twist energies fall by 2.0\%. The pair remains degenerate.

An untwisted path has $\mathbf P=P_0(\sin\pi u,0,\cos\pi u)$, with $u=x/d$. It has $h=0$ but carries bound charge. Between grounded plates the displacement is uniform and the voltage is zero, so $E_x=-(P_x-2P_0/\pi)/(\epsilon_0\epsilon_r)$. Since the average of $P_x^2$ is $P_0^2/2$, the field energy per area is
\begin{equation}
\frac{P_0^2d}{2\epsilon_0\epsilon_r}\left(\frac12-\frac4{\pi^2}\right).
\end{equation}
For an assumed $\epsilon_r=10$ this is $6.7~\mathrm{J/m^2}$, about $1.4\times10^6$ times the twist energy. The field would reach $3.6\times10^8$ V/m, so a linear dielectric estimate serves only to show that this profile is strongly disfavoured. It is the cost of one prescribed profile, not the barrier between hands. A cheaper path keeps the polarization in the plane and lets it turn through a full circle at one plate, which takes the twist continuously from $\pi$ to $-\pi$. With an anchoring energy $W(1-\cos a)$ at that plate, the highest point is the untwisted state, and the barrier is $2W-\sigma\approx195~\mu\mathrm{J/m^2}$. Defects may lower it further.

The chosen $P_0$ and temperature are rough values for the ferroelectric nematic RM734, whose molecules are achiral; $K$ is an order-of-magnitude choice. The values of $W$ and $\epsilon_r$ are assumptions that depend on surface treatment and on how the polar response is separated out. For the choice of hand, the idealization to check is that the boundaries and fields together keep some improper operation, such as inversion or the mirror $y\to-y$, that exchanges the two twists. The stated misalignment and stray field split the hands by about 2\% and 6\% of the twist energy. Such a preference is compatible with a strictly achiral bulk. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Sign of P.curl P under each operation:
  inversion: -1
  mirror: -1
  rotation: +1
Point group: order, bulk Lifshitz invariants, P.curl P allowed (1/0):
  -1: 2, 0, 0
  m-3m: 48, 0, 0
  432: 24, 1, 1
  -43m: 24, 0, 0
  -42m: 8, 1, 0
  4mm: 8, 1, 0
Wall model: gamma = 0.2, D = 0.01 (dimensionless)
  Bloch wall energy, relaxed / formula: 0.7752 / 0.7752
  Ising wall energy, relaxed / formula: 0.9430 / 0.9428
  peak Py, relaxed / formula: 0.7747 / 0.7746
  H of the two hands: -2.4337, 2.4337
  inversion-only parent, two energies: 0.677222, 0.677222
  inversion-only parent, two H: -2.6465, 2.6465
  same parent, only Py reversed, energy: 0.726610
  splitting with D, relaxed / formula: 0.04867 / 0.04867
Ferroelectric nematic cell (rough RM734-like values)
  polarization P0: 5.0 uC/cm2
  twist constant K: 5.0 pN
  thickness d: 5.0 um
  temperature: 400 K
  twist energy, left / right: 4.9348 / 4.9348 uJ/m2
  H per area, left / right: 0.00785 / -0.00785 C2/m4
  impurity pitch: 1.0 mm
  coefficient D for that pitch: 1.257e-05 J m2/C2
  splitting from impurity: 0.1974 uJ/m2
  same, relative to twist energy: 4.00 %
  area where this splitting equals kT: 0.0280 um2
Neglected effects
  misalignment: 1.0 deg
  splitting from misalignment: 0.1097 uJ/m2
  stray in-plane field: 0.010 V/cm
  splitting from stray field: 0.3183 uJ/m2
  same, first-order formula: 0.3183 uJ/m2
  field that matches the impurity: 0.00620 V/cm
  anchoring strength W: 100 uJ/m2
  twist energy lowered by finite anchoring: 1.96 %
  dielectric constant for splay-bend path: 10
  electrostatic cost of splay-bend path: 6.69 J/m2
  same, relative to twist energy: 1.35e+06
\end{verbatim}
